\section*{The Cramér–Rao limit for locating a known edge by electron counting, part 1}

(Sections cited here and not found follow in the second part.)

\section{The bound and its dependence on dose}

\subsection{One beam position on a uniform slope}

Hold an electron beam at one point on the flank of an edge whose position $x_0$ is unknown. On average $n$ electrons arrive, and each gives a detector count with probability $s$. Let the bright side of the edge lie to the right. If the edge moves to the right, the fixed beam then sits further towards the dark side, and $s$ falls. Suppose that the fall is linear over the range in which $x_0$ may lie:
\begin{equation}
s=s_0-g x_0,\qquad g>0 .
\end{equation}
Let the number of counts $k$ be a Poisson variable, so that its mean and its variance are both $\lambda=n(s_0-gx_0)$. Solving the equation for the mean, with the observed $k$ in place of $\lambda$, gives the estimate
\begin{equation}
\hat x=\frac{1}{g}\left(s_0-\frac{k}{n}\right).
\end{equation}
Its mean is $[s_0-(s_0-gx_0)]/g=x_0$, so it is unbiased. Since $k$ is multiplied by $-1/(ng)$, its variance is
\begin{equation}
\mathrm{Var}(\hat x)=\frac{\mathrm{Var}(k)}{n^2g^2}=\frac{ns}{n^2g^2}=\frac{s}{ng^2}.
\label{eq:single}
\end{equation}
A steep slope helps, because a small displacement then changes the signal strongly. A bright signal at the same slope hurts, because it brings more counting noise. Four times as many electrons halve the standard deviation.

The reciprocal of this variance can be written in terms of the mean count alone. Since $d\lambda/dx_0=-ng$,
\begin{equation}
\frac{1}{\lambda}\left(\frac{d\lambda}{dx_0}\right)^2=\frac{n^2g^2}{ns}=\frac{ng^2}{s}=\frac{1}{\mathrm{Var}(\hat x)} .
\end{equation}
A real scan has many beam positions and a curved profile, and its counts can be combined in many ways. The theorem below shows that the quantity on the left, summed over beam positions, limits every unbiased combination.

\subsection{The counting model}

The edge is straight and perpendicular to the scan direction. The beam visits the sites $x_i=ia$, where $a$ is the pitch and $i$ runs over a finite set of integers. Let $s(u)$ be the probability that an electron arriving at distance $u=x-x_0$ from the edge gives a count. The blur due to the finite beam is included in $s$. Let $D$ be the mean number of incident electrons per unit length of scan, so that $n=Da$ electrons arrive at each site on average. If the areal dose is $D_A$ and the counts are summed over a length $L$ of edge, then $D=D_AL$. Lengths are in nanometres and $D$ is in electrons per nanometre.

\paragraph{Lemma 1 (thinning).} If the number of arrivals at a site is Poisson with mean $n$, and each arrival independently gives one count with probability $s$ and none otherwise, then the number of counts is Poisson with mean $ns$.

\paragraph{Proof.} To obtain $k$ counts, some number $m\ge k$ of electrons must arrive, and $k$ of them must be counted. Summing over $m=k+j$,
\begin{align}
P(k)&=\sum_{m\ge k}\frac{e^{-n}n^m}{m!}\,\frac{m!}{k!(m-k)!}\,s^k(1-s)^{m-k}\notag\\
&=\frac{e^{-n}(ns)^k}{k!}\sum_{j\ge0}\frac{[n(1-s)]^j}{j!}
=\frac{e^{-ns}(ns)^k}{k!}.
\end{align}
The last sum is $e^{n(1-s)}$, which leaves the exponent $-n+n(1-s)=-ns$. This proves the lemma.

The restriction to one count per incident electron matters. Suppose instead that an electron gives $m$ counts, with $m=0,1,2,\dots$ Averaging over the Poisson number of arrivals, the total has mean $n\langle m\rangle$. Its variance is $n(\langle m^2\rangle-\langle m\rangle^2)$ from the spread of $m$, plus $n\langle m\rangle^2$ from the spread in the number of arrivals, hence $n\langle m^2\rangle$. For integers $m^2\ge m$, with equality for $m=0$ and $m=1$. Separately counted secondary electrons from one arrival therefore make the variance exceed the mean, and the Poisson result does not apply to them.

The following assumptions hold from here on, unless one is expressly lifted.
\begin{enumerate}
\item The profile $s(u)$ is known, positive and smooth, and does not depend on the dose. Charging, contamination or shrinkage of the sample would violate this.
\item The dose $D$ is known.
\item The number of arrivals at each site is Poisson, and arrivals at different sites are independent. Each arrival gives at most one count, independently of the others.
\item All counts come from the incident beam.
\end{enumerate}
The counts $k_i$ are then independent Poisson variables with means
\begin{equation}
\lambda_i(x_0)=Da\,s(x_i-x_0).
\label{eq:mean}
\end{equation}

\subsection{The score and its variance}

The probability of a complete set of counts is $p=\prod_i e^{-\lambda_i}\lambda_i^{k_i}/k_i!$. A dot denotes the derivative with respect to $x_0$. The score is defined as
\begin{equation}
U=\frac{\partial\ln p}{\partial x_0}
=\frac{\partial}{\partial x_0}\sum_i\left(k_i\ln\lambda_i-\lambda_i-\ln k_i!\right)
=\sum_i\left(\frac{k_i}{\lambda_i}-1\right)\dot\lambda_i .
\label{eq:score}
\end{equation}
It measures how strongly the observed counts favour a small shift of the edge to the right.

\paragraph{Lemma 2.} The score has mean zero and variance
\begin{equation}
I=\sum_i\frac{\dot\lambda_i^2}{\lambda_i}.
\label{eq:fisher}
\end{equation}

\paragraph{Proof.} The mean of $k_i$ is $\lambda_i$, so each term of $U$ has mean zero. The counts are independent, so the variances of the terms add:
\begin{equation}
\mathrm{Var}(U)=\sum_i\frac{\dot\lambda_i^2}{\lambda_i^2}\,\mathrm{Var}(k_i)
=\sum_i\frac{\dot\lambda_i^2}{\lambda_i^2}\,\lambda_i
=\sum_i\frac{\dot\lambda_i^2}{\lambda_i}.
\end{equation}
This proves the lemma. The quantity $I$ is the Fisher information about the edge position. It has the unit of an inverse squared length.

\subsection{The theorem}

An estimator $\hat x$ is any function of the counts. It is unbiased if its mean is $x_0$ for every $x_0$ in an open interval around the true position. It is also required that $\hat x$ have finite variance, and that the mean of $|\hat x|$ stay finite when all the $\lambda_i$ are raised slightly. An estimate confined to a finite scan window meets both requirements. Whether an estimator can be exactly unbiased on an interval is a separate question, taken up in the remarks on scope below.

\paragraph{Theorem 1.} Under the assumptions above, and if $I>0$, every unbiased estimator of the edge position obeys
\begin{equation}
\mathrm{Var}(\hat x)\ge\frac1I=\frac{1}{D J_a},\qquad
J_a=a\sum_i\frac{s'(x_i-x_0)^2}{s(x_i-x_0)} .
\label{eq:crb}
\end{equation}
The lower bound on the standard deviation is therefore proportional to $D^{-1/2}$ at fixed pitch and profile.

\paragraph{Proof.} The condition that $\hat x$ be unbiased reads
\begin{equation}
\sum_{\{k\}}\hat x\,p=x_0 ,
\label{eq:unbiased}
\end{equation}
where the sum runs over all sets of counts. Apart from the smooth factor $e^{-\sum_i\lambda_i}$, the left side is a power series in the variables $\lambda_i$. By the requirement on $|\hat x|$, this series converges absolutely for somewhat larger values of all $\lambda_i$, and inside that region it may be differentiated term by term. The chain rule through $\lambda_i(x_0)$ and the identity $\dot p=pU$ then turn the derivative of (\ref{eq:unbiased}) into
\begin{equation}
1=\sum_{\{k\}}\hat x\,\dot p=\sum_{\{k\}}\hat x\,U p=E[\hat xU].
\end{equation}
Because $E[U]=0$, subtracting $x_0E[U]$ changes nothing, and
\begin{equation}
E[(\hat x-x_0)U]=1 .
\label{eq:cov}
\end{equation}
The Cauchy--Schwarz inequality states that the square of this mean product is at most the product of the two mean squares:
\begin{equation}
1=\left(E[(\hat x-x_0)U]\right)^2\le E[(\hat x-x_0)^2]\,E[U^2]=\mathrm{Var}(\hat x)\,I .
\end{equation}
Division by $I$ gives the inequality in (\ref{eq:crb}). For the dose dependence, (\ref{eq:mean}) gives $\dot\lambda_i=-Da\,s'(x_i-x_0)$. The minus sign disappears on squaring, and
\begin{equation}
I=\sum_i\frac{D^2a^2s'(x_i-x_0)^2}{Da\,s(x_i-x_0)}
=D\,a\sum_i\frac{s'(x_i-x_0)^2}{s(x_i-x_0)}=DJ_a .
\end{equation}
Two powers of $D$ come from the squared signal change and one is removed by the noise variance. Since $J_a$ does not contain $D$, the theorem follows.

\subsection{Fine pitch}

When $a$ is small compared with the distance over which $s$ varies, the sum in $J_a$ is a Riemann sum. If the scan also contains the whole edge, it tends to
\begin{equation}
J=\int_{-\infty}^{\infty}\frac{s'(u)^2}{s(u)}\,du .
\label{eq:J}
\end{equation}
The bound becomes
\begin{equation}
\sigma_{\rm CR}=\frac{1}{\sqrt{DJ}}=\frac{1}{\sqrt{D_ALJ}} .
\label{eq:sigma}
\end{equation}
The pitch has dropped out: at fixed $D$, a finer pitch spreads the same electrons over more sites.

Another form shows what the integral measures. Since $d\sqrt s/du=s'/(2\sqrt s)$,
\begin{equation}
J=4\int_{-\infty}^{\infty}\left(\frac{d\sqrt{s}}{du}\right)^2du .
\end{equation}
The square root appears because it evens out Poisson noise. For large $\lambda$, a small fluctuation $\delta k$ changes $\sqrt k$ by $\delta k/(2\sqrt\lambda)$, so the variance of $\sqrt k$ is approximately $\lambda/(4\lambda)=1/4$ at every brightness. On this scale each part of the profile counts according to its squared slope alone.

\subsection{Remarks on the scope of the theorem}

\paragraph{Biased estimators.} If the mean of $\hat x$ is $x_0+\beta(x_0)$, the derivative on the left of the covariance identity is $1+\dot\beta$ instead of $1$. The same steps give
\begin{equation}
\mathrm{Var}(\hat x)\ge\frac{(1+\dot\beta)^2}{I}.
\end{equation}
An estimator that returns a fixed number whatever the counts has $\dot\beta=-1$ and zero variance. It does not violate the theorem, and it does not locate the edge. A comparison with $1/I$ therefore requires attention to bias.

\paragraph{Sharpness at one position.} Choose a reference position $x_r$ and form $x_r+U(x_r)/I(x_r)$. If the edge is at $x_r$, the mean of this quantity is $x_r$ and its variance is $I/I^2=1/I$. Its mean also has unit derivative there, because $E[U^2]/I=1$. The inequality thus cannot be strengthened if only the mean and its first derivative at one position are prescribed. This construction is not a practical estimator, since it needs a reference close to the unknown answer.

\paragraph{Local unbiasedness.} The proof of Theorem 1 uses only two properties at the true position: the mean of $\hat x$ equals $x_0$, and its derivative with respect to $x_0$ equals one. The bound therefore holds for every estimator with these two properties. This weaker form is needed, because exact unbiasedness on an interval can be impossible. Let $s$ be analytic and rise monotonically from a dark level $s_L$, as the logistic edge of the next section does. Moving the edge to the right lowers every $\lambda_i$, so the power series for the mean of $\hat x$ continues to converge, and the mean is an analytic function of $x_0$. If it equalled $x_0$ on an interval, it would equal $x_0$ for all larger $x_0$. But it tends to a finite value as all $\lambda_i\to Da\,s_L$. For such a profile and finitely many sites, no estimator is exactly unbiased on an interval, and $1/I$ serves as the bound for locally unbiased estimators.

\paragraph{An unknown profile parameter.} Suppose that $s$ also contains an unknown parameter $\theta$, such as the dark level. Let $U_x$ and $U_\theta$ be the scores for the two parameters. By the calculation of Lemma 2, their covariances are
\begin{equation}
I_{\alpha\beta}=\sum_i\frac{1}{\lambda_i}\frac{\partial\lambda_i}{\partial\alpha}\frac{\partial\lambda_i}{\partial\beta}.
\end{equation}
An estimator of $x_0$ that is unbiased for every $\theta$ has $\mathrm{Cov}(\hat x,U_x)=1$ and $\mathrm{Cov}(\hat x,U_\theta)=0$. For $I_{\theta\theta}>0$ take $V=U_x-(I_{x\theta}/I_{\theta\theta})U_\theta$. Then $\mathrm{Cov}(\hat x,V)=1$, and
\begin{equation}
\mathrm{Var}(V)=I_{xx}-2\frac{I_{x\theta}^2}{I_{\theta\theta}}+\frac{I_{x\theta}^2}{I_{\theta\theta}}
=I_{xx}-\frac{I_{x\theta}^2}{I_{\theta\theta}} .
\end{equation}
If this is positive, Cauchy--Schwarz gives $\mathrm{Var}(\hat x)\ge1/\mathrm{Var}(V)$. Ignorance of $\theta$ can raise the bound but cannot lower it. Every $I_{\alpha\beta}$ is proportional to $D$, so the inverse square root survives, with a prefactor that is larger unless $I_{x\theta}=0$.

\section{A logistic edge, attainment and failure of the law}

Under the stated counting model, the lower bound on the standard deviation of a locally unbiased edge estimate is proportional to $D^{-1/2}$ at fixed pitch and profile. It remains to evaluate the bound for a logistic edge, to show that maximum likelihood attains it at high dose, and to see how background counts or a perfectly sharp step change the exponent.
